# Plane-Wave Counts, Their Fluctuations, and Energy Steps at Fixed Cutoff

## Question

A crystal calculation with a pseudopotential expands each orbital in plane waves up to a chosen kinetic energy. If this cutoff energy is held fixed while the cell volume changes, the number of plane waves changes by whole numbers, and the computed energy jumps. How many plane waves are there, how far does their number stray from a smooth function of volume, and how large are the energy jumps? How do these quantities scale with the cutoff, the k-point grid and the smoothness of the pseudopotential?

## Answer

### The mean count

Let the cell have volume $\Omega$. At Bloch vector $\mathbf k$ the basis functions are $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, with $\mathbf G$ a reciprocal lattice vector. Those with kinetic energy below $E_c$ are kept:

$$\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}<E_c=\frac{\hbar^2k_c^2}{2m}.$$

Their number $N(\mathbf k)$ counts spatial functions, without a factor for spin. It is the number of points of a shifted lattice inside a sphere of radius $k_c$.

The Brillouin zone has volume $(2\pi)^3/\Omega$, so the average of $N(\mathbf k)$ over it is

$$\bar N=\frac{\Omega}{(2\pi)^3}\int_{BZ}d^3k\sum_{\mathbf G}\theta(k_c-|\mathbf k+\mathbf G|),$$

where $\theta$ is the unit step function. As $\mathbf G$ runs over the lattice, the shifted zones fill all space once. The sum and integral together give the volume of the sphere:

$$\bar N=\frac{\Omega}{(2\pi)^3}\,\frac{4\pi k_c^3}{3}=\frac{\Omega k_c^3}{6\pi^2}.$$

For the zone average this is exact at any cutoff. At one $\mathbf k$ it cannot be exact in general, because $N(\mathbf k)$ is an integer.

### How far the count strays

A rough argument gives the power law. Errors arise where the sphere's surface cuts through reciprocal cells. There are about $\bar N^{2/3}$ such cells. If each contributes an independent error of order one, the total error is of order $\sqrt{\bar N^{2/3}}=\bar N^{1/3}$.

The coefficient follows from a Fourier series. Since $N(\mathbf k)$ is periodic in reciprocal space,

$$N(\mathbf k)=\sum_{\mathbf R}N_{\mathbf R}e^{i\mathbf k\cdot\mathbf R},$$

with $\mathbf R$ the direct lattice vectors. Because $e^{i\mathbf G\cdot\mathbf R}=1$, the zones can again be joined into a sphere:

$$N_{\mathbf R}=\frac{\Omega}{(2\pi)^3}\int_{q<k_c}e^{-i\mathbf q\cdot\mathbf R}d^3q
=\frac{\Omega}{(2\pi)^3}\frac{4\pi}{R}\int_0^{k_c}q\sin(qR)\,dq.$$

Integration by parts gives

$$N_{\mathbf R}=\frac{\Omega}{2\pi^2}\,\frac{\sin(k_cR)-k_cR\cos(k_cR)}{R^3}.$$

The term $\mathbf R=0$ is $\bar N$; the others are the fluctuation. For $k_cR\gg1$ the cosine term dominates:

$$N_{\mathbf R}\simeq-\frac{\Omega k_c}{2\pi^2}\,\frac{\cos(k_cR)}{R^2}.$$

By Parseval's theorem the variance over $\mathbf k$ is $\sum_{\mathbf R\ne0}|N_{\mathbf R}|^2$. At one cutoff it still oscillates with the phases $k_cR$. Averaging over these phases replaces $\cos^2$ by $1/2$, so that

$$\sigma_N^2=\frac{\Omega^2k_c^2}{8\pi^4}\sum_{\mathbf R\ne0}\frac1{R^4},\qquad
\sigma_N=\frac{\Omega k_c}{2\sqrt2\,\pi^2}\Big[\sum_{\mathbf R\ne0}\frac1{R^4}\Big]^{1/2}.$$

For a simple cubic lattice of edge $a$, $\Omega=a^3$ and the sum is $16.53/a^4$, found by direct summation with an integral for the distant points. Hence

$$\sigma_N=0.1457\,k_ca .$$

Since $k_ca=(6\pi^2\bar N)^{1/3}$, this equals $0.57\,\bar N^{1/3}$. The relative fluctuation is $0.57\,\bar N^{-2/3}$. In this phase-averaged law, a higher cutoff makes the absolute fluctuation larger and the relative one smaller. For one definite cell, the spread over $\mathbf k$ also oscillates with the cutoff, so a small increase in cutoff can change either one in the opposite direction.

Lattice points were also counted directly for 3000 values of $\mathbf k$, with $k_ca$ spread over an interval of $2\pi$ to average the phases. The ratio $\sigma_N/(k_ca)$ came out as 0.146, 0.148 and 0.144 for intervals centred near $k_ca=12.5$, 25 and 50. The linear growth is therefore already present in small bases.

### Symmetric points and k-point grids

The zone average hides a worse case. At $\mathbf k=0$ every factor $e^{i\mathbf k\cdot\mathbf R}$ is one, so the $g$ lattice vectors of equal length add before squaring. Each length then contributes $g^2/R^4$ to the phase-averaged variance instead of $g/R^4$. For the six nearest neighbours of the cubic lattice this is 36 instead of 6, in units of $a^{-4}$.

The sum of $g^2/R^4$ does not even converge. With $M=R^2/a^2$, the mean number of lattice vectors per integer $M$ is $2\pi\sqrt M$, and the mean of $g^2$ is at least the square of the mean of $g$. The terms are thus on average at least $4\pi^2/M$, whose sum diverges logarithmically. The zone-average coefficient cannot be carried over to $\mathbf k=0$. A direct count at 2000 evenly spaced values of $k_ca$ from 20 to 60 gives an rms deviation 4.3 times the zone-average law.

A grid of $n\times n\times n$ k-points helps. Averaging $e^{i\mathbf k\cdot\mathbf R}$ over the grid gives zero unless $\mathbf R$ is $n$ times a lattice vector. The surviving lengths are $n$ times larger, the sum of $R^{-4}$ falls by $n^4$, and the rms deviation of the grid-averaged count falls by $n^2$. In terms of the number of points $N_k=n^3$ this is $N_k^{-2/3}$, faster than the $N_k^{-1/2}$ of independent points. The statement refers to an average over the grid's offset. Direct counting for $n=2$ with 2000 offsets gives a reduction by 3.9, against the predicted 4. A symmetric offset can again bring vectors of equal length into phase. For $n=2$ with reduced coordinates $\pm1/4$, reflections make all eight points equivalent. The grid average then equals the count at one of them, and averaging gains nothing.

### What one entering wave does to the energy

Consider non-interacting electrons in a local pseudopotential $V$, and let $\psi$ be the lowest state at $\mathbf k$ in the current basis, with energy $\varepsilon$. Add one normalized plane wave $|\mathbf q\rangle$, $\mathbf q=\mathbf k+\mathbf G$. In the space of $\psi$ and $|\mathbf q\rangle$ the Hamiltonian is

$$\begin{pmatrix}\varepsilon&h^*\\h&H_{qq}\end{pmatrix},\qquad h=\langle\mathbf q|H|\psi\rangle=\langle\mathbf q|V|\psi\rangle .$$

The kinetic energy drops out of $h$ because it is diagonal in plane waves and $\mathbf q$ was absent from $\psi$. The eigenvalue condition $(E-\varepsilon)(E-H_{qq})=|h|^2$ gives, for the root near $\varepsilon$ and to leading order in $h$,

$$E-\varepsilon\simeq-\frac{|h|^2}{H_{qq}-\varepsilon}.$$

The other eigenstates of the old basis, with energies $\varepsilon_j$ and couplings $h_j$ to $|\mathbf q\rangle$, do not couple to $\psi$; eliminating them replaces $H_{qq}$ by $H_{qq}-\sum_j|h_j|^2/(\varepsilon_j-E)$, so they enter at fourth order in the couplings. The sign is general: at one volume, minimizing over a larger space cannot raise the lowest energy.

Smoothness enters through $h$, the Fourier component of $V\psi$ at the cutoff. A smooth product $V\psi$ has small components there. Geometry decides when waves enter and how many; the pseudopotential decides how much each is worth.

### The gain per wave from a convergence test

The matrix element need not be computed. Let $D(k_c)$ be the basis error per cell, averaged over $\mathbf k$: the energy at the cutoff minus the converged energy. If each entering wave lowers the energy per cell by $w$, then $dD=-w\,d\bar N$. With

$$\frac{d\bar N}{dk_c}=\frac{\Omega k_c^2}{2\pi^2},\qquad \lambda=-\frac{d\ln D}{dk_c},$$

it follows that

$$w=\frac{2\pi^2\lambda D}{\Omega k_c^2}=\frac{2E_c}{3\bar N}\left|\frac{dD}{dE_c}\right|.$$

The second form uses $\bar N\propto E_c^{3/2}$. The length $\lambda$ measures how fast the basis error decays. When $m$ equivalent waves enter together at a k-point of weight $f$, the step is about $-f\,m\,w$. Here $w$ refers to a wave added at every k-point, and the weights sum to one.

### Scatter of the energy

Besides single steps, one may ask how far the energy error at one $\mathbf k$ strays from $D$. Suppose that the state is localized and nearly isotropic, so that each missing wave contributes $u(q)$ to the error, with $u(k_c)=w$. The Fourier series used for the count now has coefficients

$$\Delta_{\mathbf R}=\frac{\Omega}{2\pi^2R}\int_{k_c}^{\infty}q\,u(q)\sin(qR)\,dq .$$

Near the edge take $q\,u(q)\simeq k_cw\,e^{-\lambda(q-k_c)}$. Strictly, $\lambda$ describes the decay of $q^2u$ and not of $qu$; the two rates differ by about $1/k_c$, which is small if $k_c\lambda\gg1$. The integral is the imaginary part of $k_cw\,e^{ik_cR}/(\lambda-iR)$, so

$$\Delta_{\mathbf R}=\frac{\Omega k_cw}{2\pi^2R}\,\frac{R\cos(k_cR)+\lambda\sin(k_cR)}{R^2+\lambda^2}.$$

The phase average of the squared numerator is $(R^2+\lambda^2)/2$. Summing the squares and inserting $w$ gives

$$\sigma_E=\frac{\lambda D}{\sqrt2\,k_c}\Big[\sum_{\mathbf R\ne0}\frac1{R^2(R^2+\lambda^2)}\Big]^{1/2}.$$

For $\lambda$ much shorter than the lattice spacing this becomes $w\sigma_N$: the energy follows the count. A longer $\lambda$ reduces the scatter below $w\sigma_N$, because the energy then depends on where the missing waves lie and not just on their number.

The same coefficients give the correlation between energy error and count. The phase average of $N_{\mathbf R}\Delta_{\mathbf R}$ is negative and proportional to $1/[R^2(R^2+\lambda^2)]$. Dividing the summed covariance by $\sigma_N\sigma_E$ gives a correlation coefficient of $-\sigma_E/(w\sigma_N)$.

### The sawtooth in volume

Write $\mathbf k+\mathbf G=(2\pi/a)(\mathbf n+\boldsymbol\kappa)$ for a cubic cell, with integer $\mathbf n$ and fixed reduced coordinates $\boldsymbol\kappa$. As the cell grows, all these vectors shrink, and a shell enters when

$$a=\frac{2\pi|\mathbf n+\boldsymbol\kappa|}{k_c}.$$

Between entries the set of integers is fixed, and the largest wavenumber it represents falls as $\Omega^{-1/3}$. For a localized state $D$ depends on that wavenumber and not separately on $\Omega$. The basis error therefore rises:

$$\frac{dD}{d\ln\Omega}\Big|_{\text{fixed set}}=-\frac{k_c}{3}\frac{dD}{dk_c}=\frac{\lambda k_cD}{3}=\bar N w .$$

The last equality follows by multiplying the expressions for $\bar N$ and $w$. At fixed cutoff, $d\bar N/d\ln\Omega=\bar N$, so entering waves lower the energy at the mean rate $\bar Nw$. The rise and the steps cancel on average, leaving a sawtooth about a smooth curve.

A derivative taken within one tooth sees the rise and misses the steps. With $P=-dE/d\Omega$, the fixed-basis pressure is too low by about $\bar Nw/\Omega$, relative to the smooth curve. This is the Pulay stress of the plane-wave basis.

### A worked case

Take a simple cubic cell with $a=0.40$ nm, so $\Omega_0=0.064$ nm³, and $E_c=150$ eV. Each cell holds one Gaussian well, $-V_0e^{-r^2/2s^2}$, with $V_0=60$ eV and $s=0.07$ nm, and two non-interacting electrons. These round parameters represent no particular material. The well plays the part of a soft local pseudopotential.

The cutoff wavenumber is $k_c=62.75$ nm⁻¹, so $k_ca=25.10$. Then

$$\bar N=\frac{25.10^3}{6\pi^2}\approx267,\qquad \sigma_N=0.1457\times25.10\approx3.7 .$$

This $\sigma_N$ is the phase-averaged value, 1.4 percent of $\bar N$. At exactly this edge and cutoff, $k_ca$ lies close to $8\pi$, so $\cos^2(k_ca)$ for the nearest neighbours is near one instead of one half, and the spread over $\mathbf k$ is somewhat larger.

The plane-wave Hamiltonian was diagonalized for 100 combinations of $\mathbf k$ and cell edge, the edge lying within 0.025 nm of 0.40 nm. Errors were taken relative to a cutoff of 255 eV. The mean error per cell is 56.6, 28.4 and 14.5 meV at cutoffs of 135, 150 and 165 eV. The 255 eV reference is itself about 0.3 meV above the converged energy: against 500 eV all three values rise by that amount, $\lambda$ below drops from 0.217 to 0.214 nm, and $w$ is unchanged to the digits shown. With 100 samples the three means also carry standard errors of about 0.3, 0.2 and 0.1 meV. The outer two cutoffs correspond to wavenumbers 6.28 nm⁻¹ apart, so

$$\lambda=\frac{\ln(56.6/14.5)}{6.28\ \text{nm}^{-1}}\approx0.217\ \text{nm},$$

$$w=\frac{2\pi^2(0.217)(28.4\ \text{meV})}{(0.064)(62.75)^2}\approx0.48\ \text{meV}.$$

Here $1/k_c=0.016$ nm is about 7 percent of $\lambda$, so the decay rates of $qu$ and $q^2u$ differ by about that fraction. At fixed $w$ the rate enters $\sigma_E$ only through $R^2+\lambda^2$, with logarithmic sensitivity at most $\lambda^2/(a^2+\lambda^2)\approx0.23$, so this changes $\sigma_E$ by less than 2 percent.

The scatter formula gives $\sigma_E=1.65$ meV; the 100 diagonalizations give 1.58 meV, about 6 percent of the mean error. The simpler product $w\sigma_N$ is 1.76 meV. The predicted correlation is $-1.65/1.76=-0.94$, and the sample gives $-0.91$ between the energy error and the relative excess in the count. A correction linear in that excess would at best leave a fraction $\sqrt{1-0.91^2}\approx0.41$ of the scatter in this sample. These sample figures are good to about 10 percent only: a different random set of 100 points gives a scatter of 1.8 meV, a correlation of $-0.86$ and a residual fraction of about 0.5.

For the energy–volume curve, use the $2\times2\times2$ grid with reduced coordinates $\pm1/4$. Reflections make its eight points equivalent, so one diagonalization at $(1/4,1/4,1/4)$ gives the grid average, and $m$ waves enter at every point together. The step per cell is then $-mw$.

The entry volumes can be found by hand. Since $4(n_i+1/4)=4n_i+1$ is odd, $S=16|\mathbf n+\boldsymbol\kappa|^2$ is a sum of three odd squares. An odd square leaves remainder 1 on division by 8, so allowed values of $S$ are 8 apart. At $\Omega_0$ the cutoff corresponds to $S_0=(2k_ca/\pi)^2\approx255.3$, and shell $S$ enters at $\Omega/\Omega_0=(S/S_0)^{3/2}$. For $S=259$ this is 1.022.

Energies computed just below and just above each entry volume give these steps, in meV per cell:

| $\Omega/\Omega_0$ | $m$ | Step | $-mw$ |
|---|---:|---:|---:|
| 0.929 | 13 | −6.9 | −6.8 |
| 0.975 | 21 | −10.5 | −10.4 |
| 1.022 | 12 | −5.9 | −5.7 |
| 1.070 | 6 | −2.8 | −2.7 |

In the last column $w$ is scaled as $1/\Omega$, as follows from its formula at constant $D$. The perturbation formula, summed over the entering waves, agrees with the computed steps to about 1 percent. The uneven steps reflect the uneven $m$: $S=251$ can be written as a sum of three odd squares in 21 orderings, and $S=267$ in 6.

The mean $m$ has a simple law here. Neighbouring shells are separated by $\Delta\ln\Omega=\tfrac32(8/S_0)$, about 4.7 percent in volume, and

$$\bar m=\bar N\,\frac{12}{S_0}=\frac{(k_ca)^3}{6\pi^2}\,\frac{12\pi^2}{4(k_ca)^2}=\frac{k_ca}{2}\approx12.5 .$$

The typical step is thus $\bar mw=\pi^2\lambda D/(k_ca^2)\approx6$ meV, about a fifth of the basis error. At a general $\mathbf k$ without equivalent waves, they enter singly, at mean volume intervals of $\Omega/\bar N$, each lowering the energy per cell by $fw$ for a point of weight $f$.

Between steps the predicted rise is $\bar Nw\approx129$ meV per unit of $\ln\Omega$. Holding the integer set fixed at $(1/4,1/4,1/4)$ and changing the volume by 1 percent either way gives 123 meV, with errors taken relative to a 330 eV cutoff. The corresponding pressure error is $\bar Nw/\Omega_0\approx0.32$ GPa.

### When the steps matter

Near equilibrium, a relative volume change $x$ costs the elastic energy $\tfrac12B\Omega_0x^2$, with $B$ the bulk modulus. A step of size $\delta$ equals this energy at

$$x=\sqrt{\frac{2\delta}{B\Omega_0}} .$$

Assume $B=100$ GPa, a round value not computed from the well. Then $B\Omega_0\approx40$ eV, and the largest listed step, 10.5 meV, gives $x\approx2.3$ percent. A fit to volumes within 2 percent of equilibrium could be badly distorted by such a step. Over a wider range the elastic energy is larger compared with a single step, but the range may take in more steps and has a larger anharmonic contribution.

Raising the cutoff works through $D$, not through the count. From 135 to 165 eV, the phase-averaged $\sigma_N$ grows by $\sqrt{165/135}$, or 11 percent, while $D$ falls by a factor of nearly 4. Smoothness acts in the same way. A well of depth 100 eV and width 0.05 nm has the same 12 waves entering at $\Omega/\Omega_0=1.022$, but the step is 131 meV, 22 times larger. Depth and width both changed, so this factor does not isolate the width. Narrowing the well to 0.05 nm at the old depth gives a step of 24 meV, and deepening it to 100 eV at the old width gives 41 meV, because a deeper well raises $V$ and compresses $\psi$. With both changes the basis error at this cutoff is about 1 eV per cell. The comparison shows how strongly the potential controls a step whose geometry is unchanged.

The numerical coefficients of the energy estimates belong to a filled band of localized states with a small basis error. Extended or strongly anisotropic states make $u$ depend on direction and on $\mathbf k$, and in a metal the occupations can change with volume as well. The lattice-point results do not depend on the electronic state. For another system, $w$ can be estimated from the slope of its own energy against cutoff, and $m$ by counting the waves that enter. The slope must come from energies averaged over many k-points, because on a single small grid the energy is itself a staircase in the cutoff.
